# Why a Cattaneo heat pulse can undershoot while a Boltzmann pulse cannot

Let a warm spot \(T(r,0)=f(r)=A e^{-r^2/2s^2}\), with \(A>0\), start with no heat flux in an unbounded, isotropic medium. Here \(T\) is the deviation from ambient temperature, so \(T<0\) means cooler than the surroundings, not below absolute zero. In the Cattaneo model the evolution depends on a front speed \(c\) and a relaxation time \(\tau\). The equation is linear, so \(T\) is proportional to \(A\), and dimensional analysis leaves

\[
\frac{T}{A}=\Theta\!\left(\frac rs,\frac{ct}{s},\frac{s}{c\tau}\right).
\]

The depth of any undershoot, as a fraction of \(A\), can therefore depend on the single ratio \(s/(c\tau)\).

Spherical symmetry supplies the sign. For a radial field

\[
\nabla^2T=T_{rr}+\frac2rT_r=\frac1r(rT)_{rr},
\]

so \(u=rT\) obeys a one-dimensional equation. A smooth radial \(T\) is even in \(r\), which makes \(u\) odd. The positive pulse enters this one-dimensional problem as \(u_0(r)=rf(r)\), positive for \(r>0\) and negative for \(r<0\). A wave can carry the negative half through the origin into the physical region.

## Two models of the same phonons

In the gray Boltzmann model all phonons have speed \(v\) and relaxation time \(\tau\). Let \(I(\mathbf x,\boldsymbol\Omega,t)\) be the energy deviation travelling in direction \(\boldsymbol\Omega\), scaled so that its directional average is the temperature, \(T=\langle I\rangle\). Isotropic, energy-conserving scattering gives

\[
I_t+v\boldsymbol\Omega\cdot\nabla I=\frac{T-I}{\tau}. \tag{1}
\]

Define \(\mathbf F=v\langle\boldsymbol\Omega I\rangle\), the heat flux divided by the volumetric heat capacity \(C\). Averaging (1), and then averaging it after multiplication by \(v\boldsymbol\Omega\), gives

\[
T_t=-\nabla\cdot\mathbf F,\qquad
\mathbf F_t+\frac{\mathbf F}{\tau}=-v^2\nabla\cdot\langle\boldsymbol\Omega\boldsymbol\Omega I\rangle. \tag{2}
\]

The scattering term drops out of the first equation because \(\langle T-I\rangle=0\). The second equation contains a new unknown tensor. Cattaneo's model replaces it by its isotropic value, \(T/3\) times the unit tensor. The right side becomes \(-(v^2/3)\nabla T\), and differentiating the first equation in time gives

\[
T_{tt}=-\nabla\cdot\mathbf F_t
=\frac{\nabla\cdot\mathbf F}{\tau}+\frac{v^2}{3}\nabla^2T
=-\frac{T_t}{\tau}+\frac{v^2}{3}\nabla^2T.
\]

Multiplication by \(\tau\) yields

\[
\tau T_{tt}+T_t=\alpha\nabla^2T,\qquad
\alpha=\frac{v^2\tau}{3},\qquad c=\sqrt{\frac{\alpha}{\tau}}=\frac{v}{\sqrt3}. \tag{3}
\]

Zero initial flux means \(T_t(r,0)=0\). For the Boltzmann problem I also take the initial intensity to be isotropic, \(I=f(r)\) in every direction. That is a stronger condition than zero flux, and it will matter.

## The Cattaneo solution

With \(\kappa=1/(2\tau)\), equation (3) becomes \(u_{tt}+2\kappa u_t=c^2u_{rr}\). Put \(u=e^{-\kappa t}w\). Then

\[
u_t=e^{-\kappa t}(w_t-\kappa w),\qquad
u_{tt}=e^{-\kappa t}(w_{tt}-2\kappa w_t+\kappa^2w),
\]

and the first-derivative terms cancel:

\[
w_{tt}=c^2w_{rr}+\kappa^2w,\qquad w(r,0)=u_0,\quad w_t(r,0)=\kappa u_0.
\]

The last condition follows from \(u_t=0\). We need the response \(G(y,t)\) to a unit initial velocity at \(y=0\). Try a function \(\phi(\eta)\) with \(\eta^2=t^2-y^2/c^2\) for \(|y|<ct\). Since \(\eta_t=t/\eta\) and \(\eta_y=-y/(c^2\eta)\),

\[
\phi_{tt}-c^2\phi_{yy}
=\phi''\frac{t^2-y^2/c^2}{\eta^2}
+\phi'\left[\frac2\eta-\frac{t^2-y^2/c^2}{\eta^3}\right]
=\phi''+\frac{\phi'}{\eta}.
\]

Setting this equal to \(\kappa^2\phi\) gives the modified Bessel equation. Its regular solution with \(\phi(0)=1\) is \(I_0(\kappa\eta)\). Hence

\[
G=\frac1{2c}I_0(\kappa\eta)\ \text{ for } |y|<ct,\qquad G=0\ \text{ outside}.
\]

The cut-off adds no source at the front: the extra term there is proportional to the derivative of \(\phi\) along the front, where \(\phi=1\) is constant. At small \(t\) the area under \(G\) is \(2ct/(2c)=t\), so \(G\) starts from zero with velocity \(\delta(y)\), as required.

The initial data are met by \(w=\partial_t(G*u_0)+\kappa\,G*u_0\), where the star denotes convolution. Differentiating the moving limits produces the two front terms, and \(I_0'=I_1\) produces the rest:

\[
u=e^{-\kappa t}\left\{\frac{u_0(r-ct)+u_0(r+ct)}2
+\frac{\kappa}{2c}\int_{-ct}^{ct}u_0(r+y)K(y,t)\,dy\right\}, \tag{4}
\]

\[
K=I_0(\kappa\eta)+\frac{t\,I_1(\kappa\eta)}{\eta}>0.
\]

If \(r\ge ct\), every argument of \(u_0\) in (4) is nonnegative, so \(T\) cannot be negative there. If \(r<ct\), the negative half of \(u_0\) contributes. The undershoot is therefore confined to the region behind the front.

In a truly one-dimensional problem \(T\) itself obeys the telegraph equation. The even, positive Gaussian then stands in (4) where \(u_0\) stands now, and every term is positive. From a zero-flux start, inertia alone does not produce this undershoot; the pulse must also spread in more than one dimension.

## The limit without scattering

Let \(\tau\to\infty\) at fixed \(c\) and \(s\). Only the front terms survive:

\[
rT=\frac A2\left[(r-ct)e^{-(r-ct)^2/2s^2}+(r+ct)e^{-(r+ct)^2/2s^2}\right].
\]

Take out the common exponential and set \(z=rct/s^2\):

\[
rT=A e^{-(r^2+c^2t^2)/2s^2}\left[r\cosh z-ct\sinh z\right].
\]

So \(T<0\) where \(\tanh(rct/s^2)>r/(ct)\). Both sides vanish at \(r=0\), and the left side is concave in \(r\). They cross at positive \(r\) if the initial slope on the left is the larger, \(ct/s^2>1/(ct)\), or \(ct>s\). The cold region opens at the centre when \(ct=s\). Its edge stays inside \(r=ct\), because \(\tanh z<1\).

At the centre, \(T=\lim_{r\to0}u/r=u_r(0,t)\), and \(u_0'(y)=A g(y)\) with

\[
g(y)=\left(1-\frac{y^2}{s^2}\right)e^{-y^2/2s^2},\qquad
g'(y)=\frac{y}{s^2}\left(\frac{y^2}{s^2}-3\right)e^{-y^2/2s^2}.
\]

Thus \(T(0,t)=A g(ct)\). The minimum is at \(ct=\sqrt3\,s\), where \(T=-2e^{-3/2}A\approx-0.446A\).

A comparison with free-flying phonons shows where the sign comes from. Let \(M_R\) be the average of \(f\) over a sphere of radius \(R\) centred on the observation point. Boltzmann phonons arriving at time \(t\) started on the sphere of radius \(vt\), so \(T=M_{vt}\), a positive average. For the wave, a point on the sphere of radius \(ct\) lies at distance \(\rho\) from the pulse centre, with \(\rho^2=r^2+c^2t^2+2rct\mu\) and \(\rho\,d\rho=rct\,d\mu\). Therefore

\[
M_{ct}=\frac12\int_{-1}^{1}f(\rho)\,d\mu
=\frac1{2rct}\int_{r-ct}^{r+ct}u_0(\rho)\,d\rho.
\]

The lower limit may be negative because \(u_0\) is odd and the added parts cancel. Differentiating \(rtM_{ct}\) in time gives \([u_0(r+ct)+u_0(r-ct)]/2=rT\), hence

\[
T_{\text{Cattaneo}}=\partial_t\left(tM_{ct}\right),\qquad
T_{\text{Boltzmann}}=M_{vt}\qquad(\tau\to\infty).
\]

An average of positive data is positive. A time derivative is negative once \(tM_{ct}\) begins to fall.

## What scattering does to the undershoot

For finite \(\tau\), differentiate (4) with respect to \(r\) at the origin. The integrand is even, so

\[
\frac{T(0,t)}A=e^{-\kappa t}\left[g(ct)+\frac\kappa c\int_0^{ct}g(y)K(y,t)\,dy\right]. \tag{5}
\]

The integral is positive. To see this, write \(g=h'\) with \(h=ye^{-y^2/2s^2}\) and integrate by parts:

\[
\int_0^{ct}gK\,dy=h(ct)K(ct,t)-\int_0^{ct}h\,K_y\,dy>0.
\]

Here \(K_y\le0\), because \(I_0(x)\) and \(I_1(x)/x\) grow with \(x\), while \(\eta\) falls as \(y\) grows. Scattering thus weakens the front term by \(e^{-\kappa t}\) and adds a positive wake.

For a wide enough Gaussian pulse the wake wins. A numerical search of (5) over times up to \(ct=12s\) gives a central undershoot for

\[
s<1.21\,c\tau=0.70\,v\tau .
\]

A separate scan over radii and times up to \(r=ct=12s\), looking for undershoots as small as \(10^{-6}A\), gives the same limit to three figures. At that resolution, no off-centre dip outlives the central one as the pulse is widened.

## Why the flux overdraws the centre

If \(I\ge0\) in every direction, the flux is bounded by the energy available to carry it:

\[
|\mathbf F|=v|\langle\boldsymbol\Omega I\rangle|\le v\langle I\rangle=vT. \tag{6}
\]

Cattaneo's flux obeys \(\mathbf F_t+\mathbf F/\tau=-(v^2/3)\nabla T\), which does not contain this limit. The hot centre first drives an outward flux. When the central excess has gone, that flux still has inertia. Its value at the exact centre is zero by symmetry, but its divergence is positive, so \(T_t=-\nabla\cdot\mathbf F<0\) and the temperature passes through zero. Near the centre, the temperature begins to rise outward even before this crossing. Its gradient then points outward, which slows the outward flux and later reverses it, but too late to prevent the undershoot. Total energy is conserved throughout; the deficit inside is balanced by extra energy outside.

The same fault appears in the simplest intensity that reproduces Cattaneo's moments, \(I=T+3\boldsymbol\Omega\cdot\mathbf F/v\). Its average is \(T\), its first moment gives \(\mathbf F\), and its second moment is \(T/3\) times the unit tensor, since the odd term drops out. It is negative in some direction as soon as \(|\mathbf F|>vT/3\).

## Why Boltzmann transport stays positive

Follow a phonon path backwards. Along it, (1) reads \(dI/dt+I/\tau=T/\tau\). Multiplying by \(e^{t/\tau}\) and integrating gives

\[
I(\mathbf x,\boldsymbol\Omega,t)=e^{-t/\tau}f(|\mathbf x-v\boldsymbol\Omega t|)
+\int_0^t\frac{e^{-t'/\tau}}\tau\,T(\mathbf x-v\boldsymbol\Omega t',t-t')\,dt'. \tag{7}
\]

Solve this by iteration, starting from the unscattered first term. Each pass computes \(T=\langle I\rangle\) from a nonnegative intensity and adds a nonnegative integral. Successive corrections shrink at least by the factor \(\int_0^te^{-t'/\tau}dt'/\tau=1-e^{-t/\tau}<1\), so the iteration converges to a unique bounded solution, and that solution is nonnegative. The function \(A-I\) obeys the same equation and also starts nonnegative, so \(T\le A\) as well.

The unscattered term alone gives a strict lower bound. With \(|\mathbf x-v\boldsymbol\Omega t|^2=r^2+v^2t^2-2rvt\mu\) and \(\zeta=rvt/s^2\), averaging over \(\mu\) gives

\[
T(r,t)\ge A e^{-t/\tau}e^{-(r^2+v^2t^2)/2s^2}\,\frac{\sinh\zeta}{\zeta}>0.
\]

The isotropic start is a real condition. Take instead \(I=f(r)[1-3P_2(\cos\theta)]\) at \(t=0\), where \(P_2(\mu)=(3\mu^2-1)/2\) and \(\theta\) is measured from the \(z\) axis. The average is still \(f\) and the flux is still zero, but along \(z\) the intensity is \(-2f\). In free flight, at the point \(z=vt=4s\),

\[
T=\frac A2\int_{-1}^{1}[1-3P_2(\mu)]e^{-16(1-\mu)}d\mu=-0.46\ \text{K}
\quad\text{for }A=10\ \text{K}.
\]

What equation (1) protects is a nonnegative intensity in each direction. A positive temperature and zero flux are not enough.

## The first term that Cattaneo loses

For one Fourier mode of wavenumber \(k\), the Boltzmann operator multiplies by \(-ikv\mu\) and relaxes all but the directional average. Starting from an isotropic intensity, the first multiplication gives \(\mu\). The second gives

\[
\mu^2=\tfrac13+\tfrac23P_2(\mu).
\]

Cattaneo keeps the \(\tfrac13\) and drops \(P_2\). That component affects the temperature only after returning to the average, which takes two more multiplications: \(\mu P_2=\tfrac25\mu+\tfrac35P_3\), and then \(\langle\mu^2\rangle=\tfrac13\). The two models therefore agree through \(t^3\). At fourth order Boltzmann has the extra term

\[
\frac{(kvt)^4}{4!}\cdot\frac23\cdot\frac25\cdot\frac13=\frac{(kvt)^4}{270}.
\]

All four steps are used by the multiplications, leaving none for relaxation, so \(\tau\) is absent. In space \(k^4\) becomes \(\nabla^4\). Near the centre the quartic part of \(f\) is \(Ar^4/(8s^4)\), and \(\nabla^4r^4=120\), so \(\nabla^4f(0)=15A/s^4\). The extra central temperature is \(+A(vt/s)^4/18\) at early times. The lost anisotropy thus begins by holding the centre up.

## A hot spot of 10 nm

Take \(v=5\) nm/ps, \(\tau=12\) ps, \(s=10\) nm and \(A=10\) K. Then \(v\tau=60\) nm, \(c=5/\sqrt3=2.887\) nm/ps and \(s/(c\tau)=0.289\), well below the limit of 1.21. The central temperatures are:

| \(t\) (ps) | Cattaneo (K) | Boltzmann (K) |
|---:|---:|---:|
| 1 | 8.83 | 8.86 |
| 2 | 5.87 | 6.25 |
| 4 | −0.66 | 1.89 |
| 6 | −2.98 | 0.57 |
| 10 | −0.68 | 0.19 |
| 20 | 0.011 | 0.055 |

At 1 ps, \(vt/s=0.5\), and the fourth-order estimate of the difference is \(10\times0.5^4/18=0.035\) K. The computed difference is 0.031 K; higher orders account for the rest.

The Cattaneo centre crosses zero at 3.75 ps. At 99% of that time its lowest temperature behind the front is still \(+0.10\) K, yet \(|\mathbf F|/(vT)\) already reaches 2.1 near the centre. The bound (6) fails before the temperature changes sign.

The deepest central value, \(-2.98\) K, comes at 6.03 ps, when \(ct=17.4\) nm. In (5) the front term is

\[
10\,e^{-6.03/24}\left(1-1.74^2\right)e^{-1.74^2/2}\approx-3.5\ \text{K},
\]

so the wake gives back about 0.5 K. At this moment the sphere \(r<s\) holds \(-5.4\%\) of the pulse energy in the Cattaneo model and \(+1.6\%\) in the Boltzmann model. Following 300,000 random phonon flights gives \(1.55\pm0.02\%\), in agreement with the latter.

The Boltzmann profile at this time is hollow too: 0.56 K at the centre, 0.68 K at 20 nm and 0.54 K at 30 nm. A hollow centre is compatible with positive transport; a centre below ambient is not, for this start.

Along the odd orders of truncation, keeping more angular components reduces the fault gradually; even orders follow a separate sequence of much shallower dips that lie off the centre (about \(-0.15\) K near \(r=30\) nm at order 2). With Legendre components up to order 1 (Cattaneo), 3 and 7, the lowest temperature in the first 30 ps is \(-2.98\), \(-1.44\) and \(-0.41\) K. Going beyond Cattaneo by a few moments does not by itself restore positivity.

## Reading the result for a device

These round parameters lie in the rough regime of a transistor hot spot near room temperature: a width of order 10 nm and a mean free path of tens of nanometres or more. With \(C=1.6\) MJ/(m³K), the conductivity \(C\alpha\) is 160 W/(m K), a plausible size for a good semiconductor crystal. Real phonons do not share one relaxation time. At fixed \(v\) and \(s\), halving \(\tau\) changes the Cattaneo minimum to \(-1.80\) K and doubling it gives \(-3.68\) K. Spreading the heating evenly over 1 ps gives \(-2.94\) K; longer heating, common in devices, has not been evaluated here. By the time of the minimum, unscattered phonons have flown 30 nm, so an interface within that distance of the centre can alter the Boltzmann temperature there. The Cattaneo temperature at the centre at that moment can be affected only by an interface within \(ct=17.4\) nm; reflections from farther away arrive later.

Other approximations are milder. The temperature rise is 3% of the 300 K ambient, which sets the scale of nonlinear corrections. The thermal wavelength \(hv/(k_BT_{\rm amb})\) is about 0.8 nm, against a width of 10 nm. Thermal fluctuations in a volume \((2\pi)^{3/2}s^3\) are about 0.22 K rms. Both equations describe averages, so a single event may fluctuate below ambient even where its Boltzmann average is positive.

For a Gaussian hot spot with \(s\) below about \(0.7v\tau\), released quickly from an isotropic state far from boundaries, the sub-ambient temperature predicted by Cattaneo's equation is thus a product of the two-moment closure when phonons scatter isotropically, as in (1). The conclusion does not extend to crystals in which scattering that conserves phonon momentum outpaces the resistive scattering; for the parameters above, a rate only twice the resistive one already gives the gray kinetic model a small dip below ambient. Such scattering can sustain second sound, a wave of temperature, and a dip below ambient can then be real. The full printed values are in the numerical output.

## Computed results

```
phonon speed v = 5.0 nm/ps; relaxation time tau = 12.0 ps
pulse width s = 10.0 nm; peak A = 10.0 K
ambient = 300 K; C = 1.6 MJ/(m^3 K)
mean free path v tau = 60.0 nm
Cattaneo front speed c = 2.8868 nm/ps
diffusivity alpha = 100.0 nm^2/ps
conductivity = 160.0 W/(m K)
s/(c tau) = 0.2887; s/(v tau) = 0.1667
Cattaneo centre crosses zero at t = 3.746 ps
Cattaneo deepest central dip = -2.978 K at t = 6.032 ps
Boltzmann centre at that time = 0.5569 K
centre history: t (ps), Cattaneo (K), Boltzmann (K)
    1.0     8.8252     8.8560
    2.0     5.8689     6.2516
    4.0    -0.6593     1.8864
    6.0    -2.9772     0.5650
    8.0    -1.9513     0.2892
   10.0    -0.6847     0.1890
   20.0     0.0106     0.0545
   30.0     0.0084     0.0272
profile at dip time: r (nm), Cattaneo (K), Boltzmann (K)
    0.0    -2.9776     0.5569
   10.0    -1.4684     0.6043
   20.0     0.8017     0.6802
   30.0     0.8350     0.5381
   40.0     0.1837     0.2121
front radius c t at dip time = 17.41 nm
energy fraction in r<s at dip, Cattaneo = -0.0542
energy fraction in r<s at dip, Boltzmann = 0.0156
same from phonon flights = 0.0155 +- 0.0002
max F/(vT), Cattaneo, at 0.99 of zero time = 2.101
lowest Cattaneo T at that moment = 0.1036 K
collisionless dip / A = -0.4461 at c t/s = 1.7321
extra Boltzmann term in one mode = 1/270 (k v t)^4
extra term at centre / A = 0.05556 (v t/s)^4
lowest T up to 30 ps, moment order 1 = -2.9772 K
lowest T up to 30 ps, moment order 3 = -1.4448 K
lowest T up to 30 ps, moment order 7 = -0.4056 K
lowest Boltzmann T at centre up to 30 ps = 0.0272 K
anisotropic-start counterexample T = -0.4602 K
central dip needs s/(c tau) < 1.2075, s < 41.83 nm
dip of 1e-6 A at any radius: s/(c tau) = 1.206, s = 41.8 nm
central dip for tau/2 = -1.803 K; for 2 tau = -3.675 K
central dip for 1.00 ps heating = -2.942 K
nonlinearity scale A/ambient = 0.0333
thermal phonon wavelength h v/(kB T) = 0.800 nm
pulse energy = 1573 eV; rms thermal fluctuation = 0.222 K
phonon flight distance by dip time = 30.2 nm
```
